# How many defect sites does a Boltzmann average need?: a numerical check

```python
"""
Result under test: for site energies E drawn from a Gaussian (mean MEAN,
standard deviation SPREAD), the sample mean of w = exp(-E/kT) over N sites has
relative rms error eps when N = (exp(s^2) - 1)/eps^2, with s = SPREAD/kT.
Also tested: which energies carry the average, correlated sites in supercells,
a cut Gaussian tail, and the cheaper estimate through a Gaussian fit.
z = (E - MEAN)/SPREAD is the reduced energy. Energies in eV, lengths in nm.
"""
import numpy as np
from scipy.constants import k as K_JOULE, e as CHARGE
from scipy.integrate import simpson
from scipy.special import expit
from scipy.stats import norm

rng = np.random.default_rng(12345)
K_EV = K_JOULE / CHARGE

# Rough typical values for oxygen vacancies in amorphous InGaZnO4
MEAN, SPREAD, TEMP = 1.5, 0.20, 600.0
TARGET = 0.10
SITE_DENSITY = 47.0                 # oxygen sites per nm^3
CELL_ATOMS = 112
CELL_SITES = CELL_ATOMS * 4 // 7    # four of seven atoms are oxygen
CHANNEL = (1.0e4, 1.0e4, 40.0)      # length, width, thickness in nm
kT = K_EV * TEMP
s = SPREAD / kT


def integrate(func, lower=-25.0, upper=12.0):
    """Integral of func(z) times the unit Gaussian density."""
    z = np.linspace(lower, upper, 40001)
    return simpson(func(z) * norm.pdf(z), x=z)


def weight(z, mean=MEAN, spread=SPREAD):
    return np.exp(-(mean + spread * z) / kT)


def relative_variance(func, lower=-25.0):
    """Single-site variance over squared mean, for a tail cut at lower."""
    norm_const = integrate(lambda z: np.ones_like(z), lower)
    first = integrate(func, lower) / norm_const
    second = integrate(lambda z: func(z) ** 2, lower) / norm_const
    return second / first ** 2 - 1.0


def sites_needed(spread, thermal=kT, eps=TARGET):
    return np.expm1((spread / thermal) ** 2) / eps ** 2


# Moments from the definition, for several spreads and two means
for spread in (0.02, 0.05, 0.10, 0.20, 0.30):
    for mean in (1.5, 2.5):
        numeric = relative_variance(lambda z: weight(z, mean, spread))
        assert np.isclose(numeric / TARGET ** 2, sites_needed(spread),
                          rtol=1e-6)
average = integrate(weight)
assert np.isclose(average, np.exp(-MEAN / kT + s ** 2 / 2), rtol=1e-8)

# Energies that carry the first and the second moment
half_first = integrate(weight, upper=-s) / average
half_second = (integrate(lambda z: weight(z) ** 2, upper=-2 * s)
               / integrate(lambda z: weight(z) ** 2))
assert abs(half_first - 0.5) < 1e-6 and abs(half_second - 0.5) < 1e-6

# Scatter of actual sample means, at a disorder where sampling converges
means = np.exp(-rng.standard_normal((40000, 200))).mean(axis=1)
scatter = means.var() / means.mean() ** 2
assert np.isclose(scatter, np.expm1(1.0) / 200, rtol=0.05)


# Sites sharing a supercell, energy correlation rho
def cell_variance(strength, rho, sites):
    """Relative variance of the mean weight of one cell."""
    return (np.expm1(strength ** 2)
            + (sites - 1) * np.expm1(rho * strength ** 2)) / sites


common = rng.standard_normal((1000000, 1))
own = rng.standard_normal((1000000, 8))
cell_means = np.exp(-0.8 * (np.sqrt(0.3) * common
                            + np.sqrt(0.7) * own)).mean(axis=1)
scatter = cell_means.var() / cell_means.mean() ** 2
assert np.isclose(scatter, cell_variance(0.8, 0.3, 8), rtol=0.05)
del common, own, cell_means

RHO = 0.5
grid = np.linspace(-16.0, 10.0, 1301)
density = norm.pdf(grid)
joint = np.exp(-s * (np.sqrt(RHO) * grid[:, None]
                     + np.sqrt(1 - RHO) * grid[None, :]))
given_common = simpson(joint * density[None, :], x=grid, axis=1)
pair = (simpson(given_common ** 2 * density, x=grid)
        / simpson(given_common * density, x=grid) ** 2 - 1.0)
assert np.isclose(pair, np.expm1(RHO * s ** 2), rtol=1e-5)


# Gaussian tail cut at c standard deviations below the mean
def cut_mean_factor(c):
    return norm.cdf(c - s) / norm.cdf(c)


def cut_relative_variance(c):
    return (np.exp(s ** 2) * norm.cdf(c - 2 * s) * norm.cdf(c)
            / norm.cdf(c - s) ** 2 - 1.0)


for c in (3.0, 4.0, 5.0):
    kept = integrate(lambda z: np.ones_like(z), -c)
    assert np.isclose(integrate(weight, -c) / kept / average,
                      cut_mean_factor(c), rtol=1e-6)
    assert np.isclose(relative_variance(weight, -c),
                      cut_relative_variance(c), rtol=1e-5)

# Estimate through a fitted mean and variance
fit_sites = int(np.ceil((s ** 2 + s ** 4 / 2) / TARGET ** 2))
log_estimates = []
for _ in range(1500):
    draw = MEAN + SPREAD * rng.standard_normal(fit_sites)
    log_estimates.append(-draw.mean() / kT + draw.var(ddof=1) / (2 * kT ** 2))
fit_error = np.std(log_estimates)
assert np.isclose(fit_error, TARGET, rtol=0.10)
assert abs(np.mean(log_estimates) - np.log(average)) < 0.02

# The same fit applied when the true tail ends at three standard deviations
kept = integrate(lambda z: np.ones_like(z), -3.0)
cut_m = integrate(lambda z: z, -3.0) / kept
cut_v = integrate(lambda z: z ** 2, -3.0) / kept - cut_m ** 2
fit_bias = (np.exp(-s * cut_m + s ** 2 * cut_v / 2)
            / (integrate(weight, -3.0) / kept * np.exp(MEAN / kT)))

# Large samples: draw the number of sites in narrow energy bins
edges = np.append(np.linspace(-12.0, 5.0, 851), np.inf)
bin_prob = np.append(np.diff(norm.cdf(edges[:-1])), norm.sf(5.0))
bin_share = np.append(np.diff(norm.cdf(edges[:-1] + s)), norm.sf(5.0 + s))
bin_weight = bin_share / bin_prob   # mean weight in bin over full average
assert np.isclose(np.sum(bin_prob * bin_weight ** 2) - 1,
                  np.expm1(s ** 2), rtol=0.01)


def sample_ratios(n_sites, runs=2000):
    """Sample mean over true mean, for many independent samples."""
    counts = rng.multinomial(int(n_sites), bin_prob, size=runs)
    return counts @ bin_weight / int(n_sites)


full_sites = sites_needed(SPREAD)
sizes = [CELL_SITES, 100 * CELL_SITES, 1e5, 1e6, 1e7, full_sites]
table = []
for size in sizes:
    ratios = sample_ratios(size)
    table.append((size, np.median(ratios),
                  np.mean(np.abs(ratios - 1) < TARGET)))

# Direct draws check the binned sampler and give the sample's own error bar
direct, own_error = [], []
n_direct = 100 * CELL_SITES
for _ in range(2000):
    w = weight(rng.standard_normal(n_direct)) / average
    direct.append(w.mean())
    own_error.append(w.std(ddof=1) / (w.mean() * np.sqrt(n_direct)))
assert np.isclose(np.median(direct), table[1][1], rtol=0.12)
assert table[0][1] < 0.2            # one cell typically misses the average
assert table[-1][2] > 0.9           # typical error is below the rms error

# Occupancy that saturates at one vacancy per site
occupancy = lambda z: expit(-(MEAN + SPREAD * z) / kT)
sat_mean = integrate(occupancy) / average
sat_sites = relative_variance(occupancy) / TARGET ** 2
assert sat_mean < 1 and sat_sites < full_sites

channel_sites = SITE_DENSITY * np.prod(CHANNEL)

print(f"mean energy {MEAN:.2f} eV, spread {SPREAD:.2f} eV")
print(f"temperature {TEMP:.0f} K, kT = {kT:.5f} eV")
print(f"target relative error {TARGET:.2f}")
print(f"s = {s:.3f}, s^2 = {s**2:.2f}, exp(s^2) = {np.exp(s**2):.3e}")
print(f"sites needed (rms criterion) {full_sites:.3e}")
print(f"supercell: {CELL_ATOMS} atoms, {CELL_SITES} oxygen sites")
print(f"cells needed, independent sites {full_sites/CELL_SITES:.3e}")
print(f"average weight {average:.3e}")
print(f"weight at the mean energy {np.exp(-MEAN/kT):.3e}")
print(f"oxygen site density {SITE_DENSITY:.0f} per nm^3")
print(f"vacancy density {average*SITE_DENSITY*1e21:.2e} cm^-3")
print(f"median energy of first moment {MEAN-s*SPREAD:.3f} eV")
print(f"median energy of second moment {MEAN-2*s*SPREAD:.3f} eV")
print(f"share of average below first of these {half_first:.4f}")
print(f"draws for one site below it {1/norm.cdf(-s):.3e}")
print(f"its estimate s*sqrt(2pi)*exp(s^2/2) "
      f"{s*np.sqrt(2*np.pi)*np.exp(s**2/2):.3e}")
print("sites | median sample/true | fraction of runs within target")
for size, median, inside in table:
    print(f"  {size:.2e} | {median:.3f} | {inside:.3f}")
print(f"at {n_direct} sites: true relative rms error "
      f"{np.sqrt(np.expm1(s**2)/n_direct):.1f}")
print(f"  median error bar from the sample itself "
      f"{np.median(own_error):.2f}")
print("spread (eV) | s^2 | sites needed at 600 K")
for spread in (0.05, 0.10, 0.20, 0.30):
    print(f"  {spread:.2f} | {(spread/kT)**2:.2f} | "
          f"{sites_needed(spread):.2e}")
print(f"Gaussian fit: sites needed {fit_sites}")
print(f"  simulated rms error of ln(average) {fit_error:.3f}")
print(f"  fit/true if tail ends at 3 spreads {fit_bias:.2f}")
print("tail cut (spreads) | average/uncut | sites needed")
for c in (3.0, 4.0, 5.0):
    print(f"  {c:.0f} | {cut_mean_factor(c):.3f} | "
          f"{cut_relative_variance(c)/TARGET**2:.2e}")
print(f"saturation: average changes by factor {sat_mean:.4f}")
print(f"  sites needed with saturation {sat_sites:.2e}")
for rho in (0.2, 0.5, 0.8):
    factor = (cell_variance(s, rho, CELL_SITES) * CELL_SITES
              / np.expm1(s ** 2))
    print(f"cell correlation {rho:.1f}: cells needed times {factor:.4f}")
print(f"spread 10 % larger: sites needed times "
      f"{sites_needed(1.1*SPREAD)/full_sites:.1f}")
print(f"common offset giving 10 % error {kT*np.log(1+TARGET):.4f} eV")
print(f"sites needed if equilibrated at 300 K "
      f"{sites_needed(SPREAD, K_EV*300.0):.2e}")
print(f"channel {CHANNEL[0]:.0f} x {CHANNEL[1]:.0f} x {CHANNEL[2]:.0f} nm: "
      f"{channel_sites:.2e} sites")
for spread in (0.20, 0.30):
    print(f"  device-to-device rms, spread {spread:.2f} eV: "
          f"{np.sqrt(np.expm1((spread/kT)**2)/channel_sites):.4f}")
print("no test failed")
```

It prints:

```
mean energy 1.50 eV, spread 0.20 eV
temperature 600 K, kT = 0.05170 eV
target relative error 0.10
s = 3.868, s^2 = 14.96, exp(s^2) = 3.150e+06
sites needed (rms criterion) 3.150e+08
supercell: 112 atoms, 64 oxygen sites
cells needed, independent sites 4.921e+06
average weight 4.464e-10
weight at the mean energy 2.515e-13
oxygen site density 47 per nm^3
vacancy density 2.10e+13 cm^-3
median energy of first moment 0.726 eV
median energy of second moment -0.047 eV
share of average below first of these 0.5000
draws for one site below it 1.824e+04
its estimate s*sqrt(2pi)*exp(s^2/2) 1.721e+04
sites | median sample/true | fraction of runs within target
  6.40e+01 | 0.121 | 0.021
  6.40e+03 | 0.576 | 0.073
  1.00e+05 | 0.792 | 0.140
  1.00e+06 | 0.903 | 0.336
  1.00e+07 | 0.962 | 0.679
  3.15e+08 | 0.990 | 0.973
at 6400 sites: true relative rms error 22.2
  median error bar from the sample itself 0.32
spread (eV) | s^2 | sites needed at 600 K
  0.05 | 0.94 | 1.55e+02
  0.10 | 3.74 | 4.11e+03
  0.20 | 14.96 | 3.15e+08
  0.30 | 33.67 | 4.18e+16
Gaussian fit: sites needed 12691
  simulated rms error of ln(average) 0.102
  fit/true if tail ends at 3 spreads 4.61
tail cut (spreads) | average/uncut | sites needed
  3 | 0.193 | 9.12e+03
  4 | 0.552 | 9.62e+04
  5 | 0.871 | 1.29e+06
saturation: average changes by factor 0.9994
  sites needed with saturation 1.02e+08
cell correlation 0.2: cells needed times 1.0004
cell correlation 0.5: cells needed times 1.0355
cell correlation 0.8: cells needed times 4.1600
spread 10 % larger: sites needed times 23.2
common offset giving 10 % error 0.0049 eV
sites needed if equilibrated at 300 K 9.84e+27
channel 10000 x 10000 x 40 nm: 1.88e+11 sites
  device-to-device rms, spread 0.20 eV: 0.0041
  device-to-device rms, spread 0.30 eV: 47.1461
no test failed
```
